# Spin-Orbit Constants of 2Pi States: Regular CH and Inverted OH, part 1

(Sections cited here and not found follow in the second part.)

## The sign of the spin-orbit constant

Consider a diatomic molecule with fixed nuclei on the \(z\) axis. The projection of the electronic orbital angular momentum on this axis is \(\Lambda\hbar\), that of the total electron spin is \(\Sigma\hbar\), and their sum is \(\Omega\hbar\), with \(\Omega=\Lambda+\Sigma\). A \({}^2\Pi\) state has \(\Lambda=\pm1\) and \(\Sigma=\pm\tfrac12\), hence four components, with \(\Omega=\pm\tfrac32\) and \(\pm\tfrac12\). The spin-orbit constant \(A\) is an energy, defined by the effective operator

\[
H_{\rm eff}=\frac{A}{\hbar^2}L_zS_z,\qquad E=A\Lambda\Sigma .
\]

For \(\Lambda=1\) the energies are \(A/2\) when \(\Omega=\tfrac32\) and \(-A/2\) when \(\Omega=\tfrac12\). The components with \(\Lambda=-1\) and reversed spin have the same energies. Therefore

\[
A=E({}^2\Pi_{3/2})-E({}^2\Pi_{1/2}).
\]

The state is called regular if \(A>0\) and inverted if \(A<0\). Values in \(\mathrm{cm^{-1}}\) are energies divided by \(hc\).

These definitions refer to a molecule that does not rotate. Rotation adds \(B(\mathbf J-\mathbf L-\mathbf S)^2/\hbar^2\), where \(B\) is the rotational constant and \(\mathbf J\) the total angular momentum without nuclear spin. Its cross term between \(\mathbf J\) and \(\mathbf S\) contains the transverse spin components, which change \(\Sigma\) and mix \(\Omega=\tfrac12\) with \(\Omega=\tfrac32\). The diagonal rotational terms also depend on \(\Omega\). A spacing of low rotational levels therefore differs from \(A\) by an amount of order \(B\), even when \(|A|\) is so large that the mixing is negligible.

The spin-orbit operator for one electron follows from the Dirac equation. Let \(V\) be the potential energy, \(m_e\) the electron mass, \(\boldsymbol\sigma\) the Pauli matrices, and \(E\) the energy without the rest energy. The upper and lower two-component functions \(\varphi\) and \(\chi\) satisfy

\[
(E-V)\varphi=c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\chi,\qquad
(2m_ec^2+E-V)\chi=c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\varphi .
\]

When \(|E-V|\ll 2m_ec^2\), the second equation gives

\[
\chi\simeq\frac{1}{2m_ec}\left(1-\frac{E-V}{2m_ec^2}\right)
\boldsymbol\sigma\!\cdot\!\mathbf p\,\varphi .
\]

Inserting this in the first equation produces \(p^2/2m_e\) and, among the corrections, the term

\[
\frac{(\boldsymbol\sigma\!\cdot\!\mathbf p)\,V\,(\boldsymbol\sigma\!\cdot\!\mathbf p)}{4m_e^2c^2}.
\]

The other correction contains \(E(\boldsymbol\sigma\cdot\mathbf p)^2=Ep^2\), which is independent of spin. Restoring the normalization of \(\varphi\) also gives spin-independent terms at this order. The spin dependence is found from

\[
(\boldsymbol\sigma\!\cdot\!\mathbf a)(\boldsymbol\sigma\!\cdot\!\mathbf b)
=\mathbf a\!\cdot\!\mathbf b+i\boldsymbol\sigma\!\cdot\!(\mathbf a\times\mathbf b).
\]

Since \(\mathbf p=-i\hbar\nabla\) and \(\mathbf p\times\mathbf p=0\), the operator product is \(\mathbf p\times(V\mathbf p)=-i\hbar(\nabla V)\times\mathbf p\). The factors \(i\) and \(-i\) multiply to one. With \(\mathbf s=\hbar\boldsymbol\sigma/2\),

\[
h_{\rm so}=\mathbf s\cdot\mathbf u,\qquad
\mathbf u=\frac{1}{2m_e^2c^2}(\nabla V)\times\mathbf p .
\]

In a central field, \(\nabla V=(V'/r)\mathbf r\), and \(\mathbf r\times\mathbf p=\mathbf l\). The operator becomes \(\xi(r)\,\mathbf l\cdot\mathbf s\), with \(\xi=V'/(2m_e^2c^2r)\). Averaging over the radial function gives the constant \(\zeta=\hbar^2\langle\xi\rangle\), an energy. An attractive potential has \(V'>0\), so \(\zeta>0\): parallel orbital and spin projections then have the higher energy.

A molecule is not spherical, but its potential is unchanged by rotation about \(z\). Let \(\pi_+\) and \(\pi_-=\pi_+^*\) be a pair of orbitals with projections \(m=+1\) and \(-1\). The component \(u_z\) conserves \(m\), whereas \(u_x\pm iu_y\) changes it by \(\pm1\). To go from one member of the pair to the other, \(m\) must change by two. The transverse components therefore have no matrix elements within the pair.

The operator \(u_z\) is \(-i\hbar\) times a real operator, so complex conjugation reverses its sign. Because it is Hermitian, its expectation values are real, and those in \(\pi_+\) and \(\pi_-\) are equal and opposite. Defining

\[
\zeta_\pi=\hbar\langle\pi_+|u_z|\pi_+\rangle
\]

gives the energy of one electron in the pair as

\[
\epsilon(m,\mu)=\zeta_\pi m\mu,\qquad m=\pm1,\quad \mu=\pm\tfrac12,
\]

where \(\mu\hbar\) is the spin projection of that electron.

For a \(\pi^1\) configuration outside closed shells, \(\Lambda=m\) and \(\Sigma=\mu\). A closed shell contributes nothing, because each of its spatial orbitals is occupied with \(\mu=\tfrac12\) and \(-\tfrac12\). The energies are \(\zeta_\pi/2\) for \(\Omega=\tfrac32\) and \(-\zeta_\pi/2\) for \(\Omega=\tfrac12\), so

\[
A(\pi^1)=+\zeta_\pi .
\]

The ground state of CH has this configuration, \(1\sigma^22\sigma^23\sigma^2\pi^1\). It is regular when \(\zeta_\pi>0\).

For \(\pi^3\), choose \(\Lambda=+1\). Two electrons occupy \(\pi_+\) and one occupies \(\pi_-\), since \(1+1-1=1\). The electrons in \(\pi_+\) have opposite spins and their spin-orbit energies cancel. The total spin projection is that of the electron in \(\pi_-\). This electron has \(m=-1\) although the whole state has \(\Lambda=+1\), and its energy is \(-\zeta_\pi\Sigma\). Comparison with \(A\Lambda\Sigma\) gives

\[
A(\pi^3)=-\zeta_\pi .
\]

The ground state of OH is \(1\sigma^22\sigma^23\sigma^2\pi^3\), and it is inverted for the same positive sign of \(\zeta_\pi\). The electron itself still has the higher energy when its own projections are parallel. What has changed is the relation between its orbital projection and that of the molecule.

No off-diagonal elements within the \({}^2\Pi\) manifold have been missed. Spin-orbit coupling conserves \(\Omega\), and the four components have four different values of it. First-order energies are therefore diagonal expectation values.

The argument so far treats each electron as moving in a given potential. The repulsion between electrons needs more care, because an electron's spin also feels the magnetic field made by the motion of another electron. Write \(k=e^2/4\pi\epsilon_0\) and \(\mathbf r_{ij}=\mathbf r_i-\mathbf r_j\). The electric field of electron \(j\) acts through \(V=k/r_{ij}\). Since \(\nabla_i(1/r_{ij})=-\mathbf r_{ij}/r_{ij}^3\), the operator just derived contributes

\[
-\frac{k}{2m_e^2c^2}\,\mathbf s_i\cdot
\frac{\mathbf r_{ij}\times\mathbf p_i}{r_{ij}^3}.
\]

For slow electrons, \(j\) also produces at \(i\) the magnetic field

\[
\mathbf B_i=-\frac{\mu_0e}{4\pi m_e}\frac{\mathbf p_j\times\mathbf r_{ij}}{r_{ij}^3}.
\]

The spin moment is \(-e\mathbf s_i/m_e\), taking the electron \(g\) factor as 2. Its energy \((e/m_e)\mathbf s_i\cdot\mathbf B_i\), with \(\mu_0=1/(\epsilon_0c^2)\), is

\[
+\frac{k}{m_e^2c^2}\,\mathbf s_i\cdot
\frac{\mathbf r_{ij}\times\mathbf p_j}{r_{ij}^3}.
\]

In a sum over ordered pairs, the labels in this last term may be exchanged. Because \(\mathbf r_{ji}=-\mathbf r_{ij}\), it becomes \(-(k/m_e^2c^2)\mathbf s_j\cdot(\mathbf r_{ij}\times\mathbf p_i)/r_{ij}^3\), twice the coefficient of the first term. The Breit-Pauli spin-orbit operator is therefore

\[
H_{\rm so}=\sum_i\mathbf s_i\cdot\mathbf u_i+
\sum_{i\ne j}\mathbf g_{ij}\cdot(\mathbf s_i+2\mathbf s_j),
\quad
\mathbf g_{ij}=-\frac{k}{2m_e^2c^2}\frac{\mathbf r_{ij}\times\mathbf p_i}{r_{ij}^3},
\]

where \(\mathbf u_i\) now contains the nuclear potential alone.

Let a determinant contain spin-orbitals \(a,b,\ldots\), with spin projections \(\mu_a,\mu_b,\ldots\) in units of \(\hbar\). Define

\[
(pq|rs)=\iint p^*(1)r^*(2)\,g_{12,z}\,q(1)s(2)\,d^3r_1d^3r_2 .
\]

The first pair of letters belongs to the electron whose momentum appears in \(\mathbf g_{12}\). The usual direct-minus-exchange rule for a determinant gives

\[
E_2=\hbar\sum_{a,b}(\mu_a+2\mu_b)
\left[(aa|bb)-\delta_{\mu_a\mu_b}(ab|ba)\right].
\]

There is no factor \(\tfrac12\), because the operator is a sum over ordered pairs. Transverse spin components vanish in the direct term. In the exchange term one spin overlap requires equal spins, and the transverse component then has zero diagonal value. The terms with \(a=b\) cancel between direct and exchange.

Now place one electron, in orbital \(v\) with spin \(\mu\), outside closed orbitals \(k\). If \(v\) is the first label, summing over the partner's two spins gives

\[
2\mu(vv|kk)-3\mu(vk|kv).
\]

If \(v\) is the second label, the result is

\[
4\mu(kk|vv)-3\mu(kv|vk).
\]

The sum of \((kk|vv)\) over a closed shell is zero: a real orbital gives zero, and complex-conjugate orbitals give opposite values. The closed electrons by themselves also give zero, since the remaining factors are odd in spin. With the nuclear term included, the energy is \(\mu Z_v\), where

\[
Z_v=\hbar\left\{\langle v|u_z|v\rangle+
\sum_k\left[2(vv|kk)-3(vk|kv)-3(kv|vk)\right]\right\}.
\]

For the spin-summed density \(D=2\sum_k|k\rangle\langle k|\), the bracket has the form \(J[D]-\tfrac32K[D]\), where \(K\) includes both exchange placements. For \(v=\pi_+\), \(Z_v\) is the new \(\zeta_\pi\); for \(\pi_-\) it has the opposite sign. Thus \(A(\pi^1)=\zeta_\pi\) remains true within a single determinant, with \(D\) made from the closed \(\sigma\) shells.

For \(\pi^3\), begin with all \(\sigma\) and \(\pi\) shells full, which has zero spin-orbit energy. Removing a spin-orbital removes every term containing it. These terms sum to \(\mu Z_v\), now with the filled \(\pi\) shell included in \(D\); including the removed spin-orbital among its own partners does no harm, because its self-term is zero. In the state with \(\Lambda=+1\), the missing electron would have been in \(\pi_-\) with spin \(-\Sigma\). Its contribution is \((-\Sigma)(-\zeta_\pi)=\Sigma\zeta_\pi\). Subtracting this from zero gives \(-\Sigma\zeta_\pi\), and again \(A(\pi^3)=-\zeta_\pi\). The reversal survives the two-electron terms, while the value of \(\zeta_\pi\) depends on the electrons present.

To first order and within a single determinant, \(A=+\zeta_\pi\) for \(\pi^1\) and \(A=-\zeta_\pi\) for \(\pi^3\), and this reversal survives the two-electron terms. It remains to find the size of \(\zeta_\pi\) in OH and CH, to compare the OH value with the constant of atomic oxygen, and to estimate when coupling to other electronic states disturbs the first-order relation.
